# Singlet-triplet mixing and the 3P1 lifetime in Zn, Cd, Hg: verification in Python

```python
# Result under test: in an ns np configuration the J=1 singlet and triplet mix
# with tan(2 theta) = sqrt(2) zeta / (2K + zeta/2), and the level called 3P1
# decays to ns2 1S0 with A = (8/9) alpha^3 omega^3 R^2 sin(theta)^2 (atomic units).
# K = G1/3: exchange integral; zeta: spin-orbit constant of the p electron;
# R: radial dipole integral; omega: photon energy; alpha: fine-structure constant.
# If p1/2 and p3/2 have different radial integrals, a direct amplitude is added.
# Zn, Cd, Hg: radial Dirac-Kohn-Sham atoms, local density approximation,
# occupation ns^1.5 np^0.5, Gaussian basis with kinetic balance, point nucleus.
import numpy as np
from scipy import constants as const
from scipy.interpolate import CubicSpline
from pyscf import gto, dft
from pyscf.dft import libxc

alpha = const.fine_structure
light_speed = 1 / alpha
hartree = const.physical_constants['Hartree energy in eV'][0]
bohr = const.physical_constants['Bohr radius'][0] * 1e10
time_unit = const.physical_constants['atomic unit of time'][0]

# ---------- radial grid, Coulomb integrals, Dirac solver ----------
x = np.linspace(np.log(1e-8), np.log(70.0), 1200)
r = np.exp(x)
weight = r * (x[1] - x[0])
exponents = 0.008 * 1.9 ** np.arange(40)


def coulomb_potential(k, f):
    """Integral of f(r') r_<^k / r_>^(k+1) over r'."""
    inner = CubicSpline(x, f * r ** (k + 1)).antiderivative()(x)
    outer = CubicSpline(x, f * r ** (-k)).antiderivative()(x)
    return inner / r ** (k + 1) + r ** k * (outer[-1] - outer)


def orthonormal_basis(kappa):
    l = kappa if kappa > 0 else -kappa - 1
    a = exponents[:, None]
    gauss = np.exp(-a * r ** 2)
    large = r ** (l + 1) * gauss
    slope = ((l + 1 + kappa) * r ** l - 2 * a * r ** (l + 2)) * gauss
    norm = np.sqrt((large ** 2 * weight).sum(1))[:, None]
    large, slope = large / norm, slope / norm
    small = slope / np.sqrt((slope ** 2 * weight).sum(1))[:, None]
    chol = np.linalg.cholesky((large * weight) @ large.T)
    large, slope = np.linalg.solve(chol, large), np.linalg.solve(chol, slope)
    chol = np.linalg.cholesky((small * weight) @ small.T)
    small = np.linalg.solve(chol, small)
    return large, small, (slope * weight) @ small.T


basis = {kappa: orthonormal_basis(kappa) for kappa in (-1, 1, -2, 2, -3, 3, -4)}


def dirac_orbitals(kappa, v, c, count):
    large, small, kinetic = basis[kappa]
    n = len(large)
    h = np.empty((2 * n, 2 * n))
    h[:n, :n] = (large * (weight * v)) @ large.T
    h[:n, n:] = c * kinetic
    h[n:, :n] = c * kinetic.T
    h[n:, n:] = (small * (weight * v)) @ small.T - 2 * c ** 2 * np.eye(n)
    energy, vec = np.linalg.eigh(h)
    vec = vec[:, n:n + count]
    p, q = vec[:n].T @ large, vec[n:].T @ small
    peak = np.abs(p).argmax(1)
    sign = np.sign(p[np.arange(count), peak])[:, None]
    return energy[n:n + count], sign * p, sign * q


def atom(charge, core, n_s, n_p, c=light_speed):
    """Self-consistent atom; core[l] = number of closed nl shells."""
    occupation = {}
    for l, shells in enumerate(core):
        for kappa in ([-1] if l == 0 else [l, -l - 1]):
            occupation[kappa] = [2.0 * abs(kappa)] * shells
    occupation[-1].append(n_s)
    occupation[1].append(n_p / 3)
    occupation[-2].append(2 * n_p / 3)
    v = -(1 + (charge - 1) / (1 + charge ** (1 / 3) * r) ** 2) / r
    for _ in range(200):
        density, band, orbitals = np.zeros_like(r), 0.0, {}
        for kappa, occ in occupation.items():
            occ = np.array(occ)
            e, p, q = dirac_orbitals(kappa, v, c, len(occ))
            orbitals[kappa] = (e, p, q)
            density += occ @ (p ** 2 + q ** 2)
            band += occ @ e
        exc, vxc = libxc.eval_xc('lda,vwn', density / (4 * np.pi * r ** 2),
                                 0, deriv=1)[:2]
        exc, vxc = np.ravel(exc), np.ravel(vxc[0])
        hartree_pot = coulomb_potential(0, density)
        v_new = -charge / r + hartree_pot + vxc
        residual = np.sum(density * np.abs(v_new - v) * weight)
        if residual < 1e-6:
            total = band + np.sum(density * weight
                                  * (exc - vxc - hartree_pot / 2))
            return orbitals, v, total
        v = v + 0.3 * (v_new - v)
    raise AssertionError('self-consistency not reached')


# ---------- derived formulas ----------
def j1_levels(f0, k_exch, zeta):
    half_gap = np.sqrt((k_exch + zeta / 4) ** 2 + zeta ** 2 / 2)
    theta = 0.5 * np.arctan2(np.sqrt(2) * zeta, 2 * k_exch + zeta / 2)
    return f0 - zeta / 4 - half_gap, f0 - zeta / 4 + half_gap, theta


def radial_amplitudes(theta, r_half, r_three):
    mean = (r_half + 2 * r_three) / 3
    direct = np.sqrt(2) * (r_half - r_three) / 3
    return (np.sin(theta) * mean + np.cos(theta) * direct,
            np.cos(theta) * mean - np.sin(theta) * direct)


def decay_rate(omega, radial):
    return 8 / 9 * alpha ** 3 * omega ** 3 * radial ** 2


# ---------- test: all twelve sp determinants, explicit integrals ----------
mol = gto.M(atom='H 0 0 0', basis={'H': [[0, [0.3, 1.0]], [1, [0.2, 1.0]]]},
            spin=1, verbose=0)
eri = mol.intor('int2e').reshape(4, 4, 4, 4)
dipole = mol.intor('int1e_r')[:, 0, 1:]
p_s, p_p = r * np.exp(-0.3 * r ** 2), r ** 2 * np.exp(-0.2 * r ** 2)
p_s /= np.sqrt(np.sum(p_s ** 2 * weight))
p_p /= np.sqrt(np.sum(p_p ** 2 * weight))
F0 = np.sum(p_s ** 2 * coulomb_potential(0, p_p ** 2) * weight)
K_test = np.sum(p_s * p_p * coulomb_potential(1, p_s * p_p) * weight) / 3
R_test = np.sum(p_s * r * p_p * weight)

levi = np.zeros((3, 3, 3))
for i, j, k in ((0, 1, 2), (1, 2, 0), (2, 0, 1)):
    levi[i, j, k], levi[i, k, j] = 1, -1
pauli = np.array([[[0, 1], [1, 0]], [[0, -1j], [1j, 0]], [[1, 0], [0, -1]]])
l_dot_s = sum(np.kron(-1j * levi[a], pauli[a] / 2) for a in range(3))
proj_half = (np.eye(6) / 2 - l_dot_s) * 2 / 3
proj_three = (np.eye(6) + l_dot_s) * 2 / 3
labels = [(s, k, t) for s in range(2) for k in range(3) for t in range(2)]
coulomb = np.zeros((12, 12))
for i, (s, k, t) in enumerate(labels):
    for j, (s2, k2, t2) in enumerate(labels):
        coulomb[i, j] = ((s == s2) * (t == t2) * eri[0, 0, k + 1, k2 + 1]
                         - (s == t2) * (t == s2) * eri[0, k2 + 1, k + 1, 0])
assert abs(np.trace(coulomb) / 12 - (F0 - K_test / 2)) < 1e-7

for ratio in (0.05, 1.0, 500.0):
    zeta_test = ratio * K_test
    value, vector = np.linalg.eigh(coulomb + np.kron(np.eye(2), zeta_test * l_dot_s))
    low, high, theta_test = j1_levels(F0, K_test, zeta_test)
    predicted = np.sort([F0 - K_test - zeta_test] + [low] * 3 + [high] * 3
                        + [F0 - K_test + zeta_test / 2] * 5)
    assert np.allclose(value, predicted, atol=1e-6)
    for f_half, f_three in ((1.0, 1.0), (0.9, 1.05)):
        scale = f_half * proj_half + f_three * proj_three
        row = np.zeros((3, 12), complex)
        for a in range(3):
            # ground determinant is |s up, s down|; exchange of order gives a sign
            row[a, :6] = np.kron(dipole[a], [0, 1]) @ scale
            row[a, 6:] = -np.kron(dipole[a], [1, 0]) @ scale
        amplitudes = radial_amplitudes(theta_test, f_half * R_test, f_three * R_test)
        for level, amplitude in zip((low, high), amplitudes):
            chosen = np.abs(value - level) < 1e-5
            assert chosen.sum() == 3
            strength = np.sum(np.abs(row @ vector[:, chosen]) ** 2) / 3
            assert abs(strength - 2 / 3 * amplitude ** 2) < 1e-6 * R_test ** 2
        if ratio == 500.0 and f_half == 1.0:
            lower = np.abs(value - low) < 1e-5
            share = np.sum(np.abs(row @ vector[:, lower]) ** 2) / (2 * R_test ** 2)
            assert abs(share - 1 / 3) < 3e-3

# ---------- test: spontaneous decay into a discretised photon continuum ----------
omega_test, d_vec = 0.2, np.array([0.6, 0.5j, -0.3])
cosines, gl_weight = np.polynomial.legendre.leggauss(8)
angular = 0.0
for ct, gw in zip(cosines, gl_weight):
    st = np.sqrt(1 - ct ** 2)
    for phi in 2 * np.pi * np.arange(12) / 12:
        pol1 = np.array([ct * np.cos(phi), ct * np.sin(phi), -st])
        pol2 = np.array([-np.sin(phi), np.cos(phi), 0])
        angular += gw * 2 * np.pi / 12 * (abs(pol1 @ d_vec) ** 2 + abs(pol2 @ d_vec) ** 2)
coupling_density = omega_test ** 3 * alpha ** 3 / (4 * np.pi ** 2) * angular
A_formula = 4 / 3 * alpha ** 3 * omega_test ** 3 * np.sum(np.abs(d_vec) ** 2)
detuning = np.linspace(-100, 100, 801)      # in units of A_formula
h_decay = np.diag(np.append(0.0, detuning))
h_decay[0, 1:] = h_decay[1:, 0] = np.sqrt(coupling_density / A_formula
                                         * (detuning[1] - detuning[0]))
value, vector = np.linalg.eigh(h_decay)
for t in (1.0, 2.0):
    survival = abs(np.sum(vector[0] ** 2 * np.exp(-1j * value * t))) ** 2
    assert abs(survival / np.exp(-t) - 1) < 0.02   # finite band width

# ---------- test: Dirac solver against Sommerfeld energies, charge 80 ----------
def sommerfeld(n, kappa, charge):
    gamma = np.sqrt(kappa ** 2 - (charge * alpha) ** 2)
    return light_speed ** 2 * (
        1 / np.sqrt(1 + (charge * alpha / (n - abs(kappa) + gamma)) ** 2) - 1)


solved = {}
for n, kappa, index in ((1, -1, 0), (2, -1, 1), (2, 1, 0), (2, -2, 0)):
    e = dirac_orbitals(kappa, -80 / r, light_speed, index + 1)[0][index]
    solved[n, kappa] = e
    assert abs(e / sommerfeld(n, kappa, 80) - 1) < 2e-4   # finite basis at the nucleus
exact_split = sommerfeld(2, -2, 80) - sommerfeld(2, 1, 80)
assert abs((solved[2, -2] - solved[2, 1]) / exact_split - 1) < 2e-3

# ---------- test: self-consistent potential against a separate code ----------
cores = {'Zn': (30, (3, 2, 1)), 'Cd': (48, (4, 3, 2)), 'Hg': (80, (5, 4, 3, 1))}
nonrel = atom(*cores['Zn'], 2.0, 0.0, c=20 * light_speed)[0]
zn = gto.M(atom='Zn 0 0 0', basis='unc-def2-tzvp', verbose=0)
mf = dft.RKS(zn)
mf.xc = 'lda,vwn'
mf.kernel()
assert mf.converged
occupied = np.sort(mf.mo_energy[mf.mo_occ > 0])
assert abs(occupied[-1] - nonrel[-1][0][3]) < 1e-3    # 4s, basis-set error
assert abs(occupied[-2] - nonrel[2][0][0]) < 2e-3     # 3d, basis-set error

# ---------- the three atoms ----------
table = {}


def store(label, number):
    table.setdefault(label, []).append(number)


for name, (charge, core) in cores.items():
    orb, v, _ = atom(charge, core, 1.5, 0.5)
    i_s, i_p = core[0], core[1]
    e_s, e_half, e_three = orb[-1][0][i_s], orb[1][0][i_p], orb[-2][0][i_p]
    transition = [orb[-1][1][i_s] * orb[k][1][i_p] + orb[-1][2][i_s] * orb[k][2][i_p]
                  for k in (1, -2)]
    r_half, r_three = [np.sum(f * r * weight) for f in transition]
    r_mean = (r_half + 2 * r_three) / 3
    f_mean = (transition[0] + 2 * transition[1]) / 3
    g1 = np.sum(f_mean * coulomb_potential(1, f_mean) * weight)
    k_exch = g1 / 3
    zeta = 2 / 3 * (e_three - e_half)
    average = (e_half + 2 * e_three) / 3 - e_s
    f0 = average + k_exch / 2
    e_trip, e_sing, theta = j1_levels(f0, k_exch, zeta)
    low_amp, high_amp = radial_amplitudes(theta, r_half, r_three)
    rate_mix = decay_rate(e_trip, r_mean * np.sin(theta))
    rate_full = decay_rate(e_trip, low_amp)
    rate_sing = decay_rate(e_sing, high_amp)
    # lowest-order spin-orbit constant in the same potential
    p_slow = dirac_orbitals(1, v, 20 * light_speed, i_p + 1)[1][i_p]
    force_over_r = CubicSpline(x, v).derivative()(x) / r ** 2
    zeta_first = alpha ** 2 / 2 * np.sum(p_slow ** 2 * force_over_r * weight)
    if name == 'Zn':
        e1 = dirac_orbitals(1, v, 4 * light_speed, i_p + 1)[0][i_p]
        e3 = dirac_orbitals(-2, v, 4 * light_speed, i_p + 1)[0][i_p]
        assert abs(16 * 2 / 3 * (e3 - e1) / zeta_first - 1) < 0.01
        average_zn = average
    store('ns orbital energy (eV)', e_s * hartree)
    store('np1/2 orbital energy (eV)', e_half * hartree)
    store('np3/2 orbital energy (eV)', e_three * hartree)
    store('average excitation (eV)', average * hartree)
    store('zeta from Dirac splitting (eV)', zeta * hartree)
    store('zeta lowest order (eV)', zeta_first * hartree)
    store('G1 (eV)', g1 * hartree)
    store('K = G1/3 (eV)', k_exch * hartree)
    store('F0 reference energy (eV)', f0 * hartree)
    store('E 3P0 (eV)', (f0 - k_exch - zeta) * hartree)
    store('E 3P1 (eV)', e_trip * hartree)
    store('E 3P2 (eV)', (f0 - k_exch + zeta / 2) * hartree)
    store('E 1P1 (eV)', e_sing * hartree)
    store('tan 2theta', np.tan(2 * theta))
    store('sin theta', np.sin(theta))
    store('sin^2 theta', np.sin(theta) ** 2)
    store('zeta^2/(8K^2)', zeta ** 2 / (8 * k_exch ** 2))
    store('R 1/2 (angstrom)', r_half * bohr)
    store('R 3/2 (angstrom)', r_three * bohr)
    store('R mean (angstrom)', r_mean * bohr)
    store('mixing amplitude (angstrom)', r_mean * np.sin(theta) * bohr)
    store('direct amplitude (angstrom)', (low_amp - r_mean * np.sin(theta)) * bohr)
    store('3P1 rate, mixing only (1/s)', rate_mix / time_unit)
    store('3P1 rate, with direct (1/s)', rate_full / time_unit)
    store('3P1 lifetime, mixing only (us)', time_unit / rate_mix * 1e6)
    store('3P1 lifetime, with direct (us)', time_unit / rate_full * 1e6)
    store('1P1 lifetime (ns)', time_unit / rate_sing * 1e9)

# transition-state excitation energy against a difference of total energies
total_ground = atom(*cores['Zn'], 2.0, 0.0)[2]
total_excited = atom(*cores['Zn'], 1.0, 1.0)[2]
delta_total = total_excited - total_ground
assert abs(delta_total - average_zn) * hartree < 0.1   # higher order in occupation

# lifetime trend and its main cause
for key in ('3P1 lifetime, mixing only (us)', '3P1 lifetime, with direct (us)'):
    assert table[key][0] > table[key][1] > table[key][2]
factor_mix = table['sin^2 theta'][2] / table['sin^2 theta'][0]
factor_photon = (table['E 3P1 (eV)'][2] / table['E 3P1 (eV)'][0]) ** 3
factor_radial = (table['R mean (angstrom)'][2] / table['R mean (angstrom)'][0]) ** 2
assert factor_mix > factor_photon * factor_radial

print('fine-structure constant: %.8f' % alpha)
print('hbar (eV s): %.6e' % (const.hbar / const.e))
print('hbar c (eV angstrom): %.4f' % (const.hbar * const.c / const.e * 1e10))
print('columns: Zn, Cd, Hg')
for label, numbers in table.items():
    print(label + ': ' + ', '.join('%.5g' % number for number in numbers))
print('Zn excitation from total energies (eV): %.4f' % (delta_total * hartree))
print('Hg/Zn rate factor from mixing: %.4g' % factor_mix)
print('Hg/Zn rate factor from photon energy: %.4g' % factor_photon)
print('Hg/Zn rate factor from radial integral: %.4g' % factor_radial)
print('verified')
```

Printed output:

```
fine-structure constant: 0.00729735
hbar (eV s): 6.582120e-16
hbar c (eV angstrom): 1973.2698
columns: Zn, Cd, Hg
ns orbital energy (eV): -6.9854, -6.6271, -7.9566
np1/2 orbital energy (eV): -1.8514, -1.9872, -2.3959
np3/2 orbital energy (eV): -1.778, -1.7754, -1.6089
average excitation (eV): 5.183, 4.7812, 6.0854
zeta from Dirac splitting (eV): 0.048959, 0.14116, 0.52469
zeta lowest order (eV): 0.046086, 0.11892, 0.29618
G1 (eV): 4.2098, 3.9622, 3.7367
K = G1/3 (eV): 1.4033, 1.3207, 1.2456
F0 reference energy (eV): 5.8846, 5.4415, 6.7082
E 3P0 (eV): 4.4324, 3.9796, 4.9379
E 3P1 (eV): 4.4564, 4.0465, 5.1511
E 3P2 (eV): 4.5058, 4.1914, 5.7249
E 1P1 (eV): 7.2883, 6.7659, 8.0028
tan 2theta: 0.024457, 0.073611, 0.26948
sin theta: 0.012226, 0.036731, 0.13124
sin^2 theta: 0.00014947, 0.0013492, 0.017223
zeta^2/(8K^2): 0.00015216, 0.001428, 0.022181
R 1/2 (angstrom): 1.4516, 1.5819, 1.473
R 3/2 (angstrom): 1.4468, 1.5668, 1.4004
R mean (angstrom): 1.4484, 1.5718, 1.4246
mixing amplitude (angstrom): 0.017708, 0.057735, 0.18696
direct amplitude (angstrom): 0.0022801, 0.0070957, 0.033952
3P1 rate, mixing only (1/s): 70240, 5.5899e+05, 1.2091e+07
3P1 rate, with direct (1/s): 89493, 7.0484e+05, 1.6881e+07
3P1 lifetime, mixing only (us): 14.237, 1.7889, 0.082706
3P1 lifetime, with direct (us): 11.174, 1.4188, 0.059237
1P1 lifetime (ns): 0.48658, 0.5172, 0.38899
Zn excitation from total energies (eV): 5.1833
Hg/Zn rate factor from mixing: 115.2
Hg/Zn rate factor from photon energy: 1.544
Hg/Zn rate factor from radial integral: 0.9674
verified
```
